The lattice-vector gradient of energy and enthalpy in variable-cell relaxation

## 1. A rectangular cell

Take a crystal whose periodic cell is a rectangular box with edges a, b and c along x, y and z. Stretch the edge a and let every atom keep its relative place in the box: an atom at x = a s, with 0 ≤ s < 1, moves in proportion to a. The energy per cell is then a function of a, and its derivative is the quantity a relaxation program needs.

A relative elongation ε changes a into a(1 + ε), so da = a ε and

dE/dε = a ∂E/∂a.

The stress component σ_xx is defined as this strain derivative divided by the volume V = abc:

σ_xx = (1/V) dE/dε = (a/V) ∂E/∂a.

Solving for the derivative gives

∂E/∂a = V σ_xx / a = bc σ_xx.

The right-hand side is the area of the face normal to x, times the stress on it. With this sign convention σ_xx is positive when stretching costs energy, that is, when the crystal is under tension.

Now let an external pressure P act. The quantity to minimize is the enthalpy H = E + PV. Since ∂V/∂a = bc,

∂H/∂a = bc (σ_xx + P).

The derivative vanishes at σ_xx = −P: the crystal is compressed and pushes back on its surroundings with pressure P. For a general cell, the division by a becomes multiplication by an inverse matrix, and the order of factors and the transpose have to be found.

## 2. Conventions for a general cell

Let a₁, a₂, a₃ be the lattice vectors, and let h be the 3×3 matrix that has them as columns. The element h_ik is the Cartesian component i of lattice vector k. Atom a has fractional coordinates s_a and Cartesian position

r_a = h s_a.

The volume is V = |det h|, and h is assumed invertible. The energy per cell is written E(h, s), where s stands for all fractional coordinates. The nuclei are classical and at rest, so neither zero-point motion nor temperature enters.

A homogeneous strain is a small matrix ε that replaces h by (1 + ε)h at fixed s. Every atom is carried along, because

r_a → (1 + ε) h s_a = (1 + ε) r_a.

The stress is defined by

σ_ij = (1/V) ∂E((1 + ε)h, s)/∂ε_ij at ε = 0,

with all nine elements of ε treated as independent. To first order in the strain, therefore,

dE = V Σ_ij σ_ij ε_ij.  (1)

E must be differentiable for this to make sense; section 7 says when it is.

## 3. The gradient

Let the lattice vectors change by an arbitrary small matrix dh at fixed s. This change is a homogeneous strain. We need an ε with (1 + ε)h = h + dh, hence ε h = dh, and multiplication by h⁻¹ from the right gives

ε = dh h⁻¹, or ε_ij = Σ_k dh_ik (h⁻¹)_kj.

Insert this into (1):

dE = V Σ_ijk σ_ij dh_ik (h⁻¹)_kj.

The derivative ∂E/∂h_ik is the factor that multiplies dh_ik, so j is the index to be summed:

∂E/∂h_ik = V Σ_j σ_ij (h⁻¹)_kj.

In a matrix product the summed indices must be adjacent. Here j stands last in (h⁻¹)_kj, so we write (h⁻¹)_kj = (h⁻ᵀ)_jk, where h⁻ᵀ is the transpose of the inverse. Then

(∂E/∂h)_s = V σ h⁻ᵀ.  (2)

This is the main result. The transpose arises because h⁻¹ acts on dh from the right, while the gradient collects the coefficients of dh element by element.

The form depends on the storage of the lattice vectors. If they are the rows of a matrix A, then A = hᵀ, and the gradient with respect to A is the transpose of (2):

∂E/∂A = (V σ h⁻ᵀ)ᵀ = V h⁻¹ σᵀ = V A⁻ᵀ σ.

The last step uses h = Aᵀ, so that h⁻¹ = A⁻ᵀ, and the symmetry σᵀ = σ, which is shown in section 4. In the row convention the stress stands on the right. If a program reports stress as positive in compression, σ must be replaced by −σ in every formula here.

**Geometrical meaning.** Let b_k be column k of h⁻ᵀ. Since h⁻¹h = 1, these columns satisfy b_k · a_l = δ_kl. Thus b₁ is perpendicular to a₂ and a₃ and has unit product with a₁. For a right-handed cell, V = a₁ · (a₂ × a₃), and the vector with these properties is b₁ = (a₂ × a₃)/V. Column 1 of (2) therefore reads

∂E/∂a₁ = σ (a₂ × a₃),  (3)

and the other two follow by cyclic permutation. The vector a₂ × a₃ has the area of the face spanned by a₂ and a₃ as its length and the normal of that face as its direction. The gradient with respect to a lattice vector is thus a force: the stress on the face that this vector connects to its periodic copy, multiplied by the area of that face. For the rectangular box, the x component of (3) is bc σ_xx.

## 4. Rotations and the symmetry of the stress

The nine elements of h describe the shape of the cell and also its orientation. Without an external field the energy does not depend on the orientation. A small rotation is 1 + ω with ωᵀ = −ω, up to terms of second order in ω. At fixed s it turns lattice and atoms together, so the first-order change of the energy must vanish:

0 = V Σ_ij σ_ij ω_ij.

Choose ω with the two nonzero elements ω_12 = θ and ω_21 = −θ. The condition becomes σ_12 = σ_21. The other two pairs of indices give the same, so σ is symmetric and has six independent components.

The gradient G = V σ h⁻ᵀ is in general not a symmetric matrix. What is symmetric is G hᵀ = Vσ. This amounts to three linear relations among the nine elements of G.

A finite optimization step may still turn the cell. A steepest-descent step dh = −αG, with α > 0, corresponds to the strain

ε = dh h⁻¹ = −αV σ h⁻ᵀh⁻¹ = −αV σ (h hᵀ)⁻¹.

This is a product of two symmetric matrices, which is symmetric only if they commute. Its antisymmetric part is a small rotation. It costs no energy to first order, but the final cell can be oriented differently from the initial one. Lengths and angles are then the quantities to compare.

## 5. The pressure term

Under a strain the volume becomes V|det(1 + ε)|. In the expansion of the determinant, every term other than the product of the three diagonal elements contains at least two off-diagonal elements and is of second order. The diagonal product is

(1 + ε_11)(1 + ε_22)(1 + ε_33) = 1 + tr ε + second order.

With ε = dh h⁻¹, therefore,

dV = V tr(dh h⁻¹) = V Σ_ik dh_ik (h⁻¹)_ki,

and since (h⁻¹)_ki = (h⁻ᵀ)_ik,

∂V/∂h = V h⁻ᵀ.

For constant P, adding P ∂V/∂h to (2) gives

(∂H/∂h)_s = V (σ + P·1) h⁻ᵀ.  (4)

The term PV is the work done against the surroundings in making room for the cell. The matrix V h⁻ᵀ is invertible, so (4) vanishes if and only if

σ = −P·1.

At a stationary cell all shear stresses are zero and the three normal stresses are equal. These are six conditions, matching the six parameters of the cell shape and size. They say that H is stationary. A saddle point satisfies them too, and a minimum reached by relaxation may be a local one.

## 6. Atomic coordinates, and what is held fixed

A relaxation changes the atomic positions together with the cell. Let Ẽ(h, r) be the same energy expressed through Cartesian positions, so that E(h, s) = Ẽ(h, hs). The force on atom a is F_a = −∂Ẽ/∂r_a at fixed cell. Component i of its position is r_ai = Σ_k h_ik s_ak, and the chain rule gives

∂E/∂s_ak = Σ_i (∂Ẽ/∂r_ai) h_ik = −Σ_i h_ik F_ai,

which in matrix form is

∂H/∂s_a = −hᵀ F_a.  (5)

The pressure term does not contribute, because V does not depend on s. Formulas (4) and (5) together are the full gradient of H in the variables (h, s). It vanishes when all forces are zero and σ = −P·1.

The same chain rule shows what changes if the Cartesian positions are held fixed instead. At fixed s, a change of h_ik moves component i of atom a by s_ak dh_ik, so

(∂E/∂h_ik)_s = (∂Ẽ/∂h_ik)_r − Σ_a F_ai s_ak.

Rearranged,

(∂Ẽ/∂h)_r = V σ h⁻ᵀ + Σ_a F_a s_aᵀ.  (6)

The two derivatives agree when the forces vanish, and can differ otherwise. An optimizer that steps in h and s needs (2), while (6) belongs to the variables h and r.

The variables h and s also have different units. An element of (4) is a force, whereas an element of (5) is an energy. One common step length for both has no physical meaning, and an optimizer benefits from scaling the two groups so that their curvatures are comparable.

## 7. Where the stress comes from in an electronic calculation

Formula (2) holds for any differentiable energy function. The electronic structure enters through σ. A model in which σ can be written down has two atoms per cell, A and B, with one orbital each and two electrons. The orbital energies are −Δ/2 on A and +Δ/2 on B. Electrons hop between unlike atoms with an amplitude t(r) that depends on distance, and every pair of atoms has in addition an energy φ(r).

Let n be a vector of three integers that labels a lattice translation. The vector from A to a B atom, and the corresponding matrix element, are

d_n = h (s_B − s_A + n),

H_AB(κ) = Σ_n t(|d_n|) exp(2πi κ·n).

Here κ is the wave vector in fractional coordinates, k = 2π h⁻ᵀκ. The phase is k · (hn) = 2π κ·(h⁻¹h n) = 2π κ·n, so at fixed κ it does not change with the cell.

With f = H_AB, the two bands are ±√(Δ²/4 + |f|²). They are separated by at least Δ, so the lower band is full and the occupations stay fixed under strain. The energy per cell, with N wave vectors, is

E = (2/N) Σ_κ ε_κ + Σ_n φ(|d_n|) + Σ_{n≠0} φ(|hn|),

where ε_κ is the lower band energy. The factor 2 counts spin. In the last sum, the factor 1/2 for double counting cancels against the two atoms, A and B, that each have such neighbours.

For a normalized eigenvector c, the first-order change of ε_κ is c†(dH)c. The terms with dc add up to ε_κ d(c†c), which is zero. This is the Hellmann–Feynman theorem. Only H_AB and its conjugate change, hence

dε_κ = Σ_n 2 Re[c_A* c_B exp(2πi κ·n)] dt(|d_n|).

Summing over wave vectors and spin defines the bond order

w_n = (4/N) Σ_κ Re[c_A* c_B exp(2πi κ·n)].

A strain changes a bond vector d by εd and its length by d·(εd)/|d| = Σ_ij ε_ij d_i d_j/|d|. Comparison with (1) gives the stress as a sum over bonds:

V σ_ij = Σ_n [w_n t′ + φ′] d_i d_j/|d| + Σ_{n≠0} φ′ R_i R_j/|R|.

Here d = d_n, R = hn, and a prime denotes the derivative with respect to distance. The bracket w_n t′ + φ′ (in the second sum, φ′) is the rate at which the energy per cell changes when that bond alone is lengthened. Where it is positive, the bond contributes tension along its own direction; where it is negative, compression.

Three conditions are visible here.

First, σ must be the derivative of the energy that is actually computed. If basis functions depend on the cell and the basis is incomplete, their change can contribute to σ and must then be included. Plane waves are a special case. Their wave vectors G = 2π h⁻ᵀm, with m integer, change with h. For a fixed list of m the basis strains together with the cell, so the stress evaluated with the truncated wave functions is the exact derivative of the computed energy and needs no separate basis term. A fixed list of m, however, does not keep a fixed kinetic-energy cutoff. A calculation restarted in the final cell with a new list uses a slightly different energy function, for which the old cell need not be stationary.

Secondly, the wave vectors must be fixed in fractional coordinates, or their motion adds further terms.

Thirdly, the occupations must not jump. In a metal on a finite mesh of wave vectors, a level that crosses the Fermi energy during the strain puts a kink into the zero-temperature energy, and the derivative does not exist there.

## 8. A worked example

The model is given round parameters. The pair energy is the Morse function φ(r) = D(x² − 2x) with x = exp[−β(r − r₀)], depth D = 0.3 eV, β = 2.0 Å⁻¹ and minimum at r₀ = 3.0 Å. The hopping is t(r) = −0.3 eV · exp[−(r − r₀)/(1.0 Å)], and Δ = 3.0 eV. The wave vectors form a 4×4×4 mesh that includes κ = 0, and each integer in n runs from −4 to 4. The initial cell is triclinic,

a₁ = (3.0, 0.0, 0.2) Å,

a₂ = (0.3, 3.1, 0.0) Å,

a₃ = (0.1, −0.2, 4.2) Å,

with A at the origin and B at s_B = (0.47, 0.52, 0.55). The face vector belonging to a₁ is

a₂ × a₃ = (3.1·4.2, −0.3·4.2, −0.3·0.2 − 3.1·0.1) = (13.02, −1.26, −0.37) Å².

The volume follows as

V = a₁ · (a₂ × a₃) = 3.0·13.02 − 0.2·0.37 = 38.986 Å³.

The bond sum gives the first row of the stress as

(σ_11, σ_12, σ_13) = (0.009865, 0.055401, 0.090038) eV/Å³.

By (3), the derivative with respect to the x component of a₁ is

∂E/∂h_11 = 0.009865·13.02 − 0.055401·1.26 − 0.090038·0.37
= 0.1284 − 0.0698 − 0.0333 = 0.0253 eV/Å.

The element h_12, the x component of a₂, shows the role of the transpose. It needs column 2 of h⁻ᵀ, which is (−0.001026, 0.322680, 0.015390) Å⁻¹:

∂E/∂h_12 = 38.986·(−0.000010 + 0.017877 + 0.001386) = 0.7506 eV/Å.

Energy differences at fixed fractional coordinates give 0.0253 and 0.7506 eV/Å for these two elements. Over all nine, the largest deviation from (2) is 4·10⁻¹² eV/Å, while the largest element is 1.29 eV/Å. With h⁻¹ in place of h⁻ᵀ, the second element would use the column (−0.032319, 0.322680, 0.001539) Å⁻¹ and come out as 0.690 eV/Å. The largest error of that kind among the nine elements is 0.099 eV/Å.

Now apply P = 5 GPa = 0.031208 eV/Å³. For the z component of a₃, the energy and pressure parts of (4) are

∂H/∂h_33 = −0.2663 + 0.2902 = 0.0240 eV/Å,

where the last digit reflects the unrounded values. Without pressure, the energy falls when this component grows. At 5 GPa the work against the surroundings slightly outweighs that gain.

The atoms are far from equilibrium here, so it matters what is held fixed. The force on B has z component −3.0866 eV/Å. Atom A has s_A = 0 and drops out of the sum in (6), whose 33 element is

−3.0866·0.55 = −1.698 eV/Å.

At fixed Cartesian positions the derivative would be −0.266 − 1.698 = −1.964 eV/Å, about seven times the value at fixed s. This number depends on which periodic image of B is held fixed. For the image at s_B − (0, 0, 1) the added term is −3.0866·(−0.45) = +1.389 eV/Å, and the derivative becomes +1.123 eV/Å. The derivative at fixed s does not depend on this choice.

## 9. The relaxed cells

Following the gradients (4) and (5) from this starting point leads to a cell with right angles, two equal edges a and a third edge c, with B at its centre:

P = 0: a = 2.9553 Å, c = 4.0622 Å, V = 35.478 Å³.

P = 5 GPa: a = 2.9256 Å, c = 4.0285 Å, V = 34.480 Å³.

These edges belong to the 4×4×4 mesh; finer meshes with a wider range of n move them by about 0.0001 Å. In the second cell the three normal stresses are −5.000 GPa, as σ = −P·1 demands. A search that uses enthalpy values alone, restricted to cells of this symmetry, finds the same edges. The slope −dE/dV under uniform scaling of the relaxed cell is 5.000 GPa.

The pressure reduces the volume by 2.8 %. The edge a shrinks by 1.0 % and c by 0.8 %, so the shape changes although the pressure is the same from all sides. Scaling the zero-pressure cell uniformly to the smaller volume would not reproduce these edges.

The enthalpies allow a further check. At the minimum, H is stationary in h and s, so a small change of P alters the minimum value only through the explicit term PV:

dH_min/dP = V.

Between 0 and 5 GPa, the mean of the two volumes predicts a rise of 34.98·0.031208 = 1.092 eV. The computed enthalpies, −7.572 and −6.481 eV, differ by 1.091 eV. Most of this is the term PV = 1.076 eV at 5 GPa. The remaining 0.015 eV is the energy stored in the crystal by compression.

Table of computed values

```
Morse depth 0.3 eV, alpha 2.0 1/A, r0 3.0 A
hopping 0.3 eV at r0, decay 1.0 A, splitting 3.0 eV
k-points 64, lattice images 729
1 eV/A^3 = 160.2177 GPa
P = 5.0 GPa = 0.031208 eV/A^3
h, lattice vectors as columns (A):
   3.0 0.3 0.1
   0.0 3.1 -0.2
   0.2 0.0 4.2
fractional coordinates of B: 0.47 0.52 0.55
V = 38.98600 A^3, E = -6.83731 eV
band gap on the k-mesh = 3.001 eV
force on B (eV/A): 1.72527 -1.59664 -3.08660
h^(-T) (1/A):
   0.333966 -0.001026 -0.015903
   -0.032319 0.322680 0.001539
   -0.009491 0.015390 0.238547
sigma (eV/A^3):
   0.009865 0.055401 0.090038
   0.055401 0.021124 -0.085556
   0.090038 -0.085556 -0.022077
V sigma h^(-T) (eV/A):
   0.02532 0.75057 0.83456
   0.72636 0.21219 -0.82875
   1.28826 -1.09314 -0.26627
dE/dh from energy differences (eV/A):
   0.02532 0.75057 0.83456
   0.72636 0.21219 -0.82875
   1.28826 -1.09314 -0.26627
P V h^(-T) (eV/A):
   0.40632 -0.00125 -0.01935
   -0.03932 0.39259 0.00187
   -0.01155 0.01872 0.29023
V (sigma + P) h^(-T) (eV/A):
   0.43164 0.74932 0.81521
   0.68704 0.60478 -0.82688
   1.27671 -1.07442 0.02396
largest error, energy gradient: 3.6e-12 eV/A
largest error, enthalpy gradient: 4.3e-12 eV/A
largest error without transpose: 0.09886 eV/A
fixed r minus fixed s, largest: 1.69763 eV/A
relaxed at 0.0 GPa: lengths (A) 2.9553 2.9553 4.0622
   angles (deg) 90.00 90.00 90.00  s_B 0.500 0.500 0.500
   V = 35.4775 A^3, E+PV = -7.57245 eV
   diagonal stress (GPa) 0.000 0.000 0.000
relaxed at 5.0 GPa: lengths (A) 2.9256 2.9256 4.0285
   angles (deg) 90.00 90.00 90.00  s_B 0.500 0.500 0.500
   V = 34.4798 A^3, E+PV = -6.48142 eV
   diagonal stress (GPa) -5.000 -5.000 -5.000
value-only search at P: a, c (A) 2.9256 4.0285
-dE/dV at the relaxed cell = 5.000 GPa
```
